# Apparent band-gap narrowing difference from the temperature dependence of current gain: test program

```python
# Result under test: the ideal current gain of an npn transistor obeys
#   gain = B exp(-Delta/(kB T)),  B = D_B N_E W_E / (D_E N_B W_B),
# so an Arrhenius fit gives Delta = (emitter - base) apparent gap narrowing,
# if Delta and B do not depend on temperature.
# D: minority diffusion coefficient, N: doping, W: width; E emitter, B base.
# Apparent narrowing A is defined by pn = ni^2 exp(A/(kB T)).
# Working units: eV, K, cm, s.  Device parameters are rough silicon values.
import numpy as np
from scipy import constants as sc
from scipy.linalg import solve_banded
from scipy.optimize import brentq

kB = sc.k / sc.e
hartree = sc.physical_constants["Hartree energy in eV"][0]
N_E, N_B = 1e20, 1e18
W_E, W_B = 100e-7, 50e-7
D_E, D_B = 2.0, 7.0
A_E, A_B = 0.110, 0.050
mass_n, mass_p = 1.08, 1.0          # density-of-states masses
life_E, life_B = 4e-10, 1e-7        # minority lifetimes
temps = np.array([250., 275., 300., 325., 350., 375., 400.])
x = 1 / (kB * temps)
noise = 0.01
delta_true = A_E - A_B
B_true = D_B * N_E * W_E / (D_E * N_B * W_B)

# Band integrals with energy = kB T t^2 above the band edge
t = np.linspace(0, 14, 1401)
w = np.full(t.size, t[1] - t[0])
w[0] *= 0.5


def occupation(eta, degenerate):
    return 1 / (np.exp(t**2 - eta) + (1.0 if degenerate else 0.0))


def band_density(eta, T, mass, degenerate):
    dos = 2 * (mass * sc.m_e * sc.k * T / (2 * np.pi * sc.hbar**2))**1.5
    integral = np.sum(w * t**2 * occupation(eta, degenerate))
    return 1e-6 * dos * 4 / np.sqrt(np.pi) * integral


def majority_eta(T, doping, mass, degenerate):
    return brentq(lambda e: np.log(band_density(e, T, mass, degenerate)
                                   / doping), -30, 30)


def pn_product(T, doping, shrink, m_major, m_minor, degenerate, extra_gap=0.0):
    gap = 1.20 - 2.7e-4 * T + extra_gap
    eta = majority_eta(T, doping, m_major, degenerate)
    eta_minor = -(gap - shrink) / (kB * T) - eta
    return doping * band_density(eta_minor, T, m_minor, degenerate)


def edge_fluxes(D, width, life, n=401):
    """Finite-difference diffusion, density 1 at x=0 and 0 at x=width."""
    h = width / (n - 1)
    bands = np.zeros((3, n - 2))
    bands[0, 1:] = 1
    bands[2, :-1] = 1
    bands[1] = -2 - h**2 / (D * life)
    rhs = np.zeros(n - 2)
    rhs[0] = -1
    c = np.concatenate(([1.0], solve_banded((1, 1), bands, rhs), [0.0]))
    flux_in = -D * (-3 * c[0] + 4 * c[1] - c[2]) / (2 * h)
    flux_out = -D * (3 * c[-1] - 4 * c[-2] + c[-3]) / (2 * h)
    return flux_in, flux_out


ideal_fluxes = (edge_fluxes(D_E, W_E, np.inf), edge_fluxes(D_B, W_B, np.inf))
lossy_fluxes = (edge_fluxes(D_E, W_E, life_E), edge_fluxes(D_B, W_B, life_B))


def device_gain(T, shrink_E, shrink_B, degenerate=False, fluxes=ideal_fluxes,
                extra_gap=0.0):
    edge_E = pn_product(T, N_E, shrink_E, mass_n, mass_p, degenerate,
                        extra_gap) / N_E
    edge_B = pn_product(T, N_B, shrink_B, mass_p, mass_n, degenerate,
                        extra_gap) / N_B
    (in_E, _), (in_B, out_B) = fluxes
    return edge_B * out_B / (edge_E * in_E + edge_B * (in_B - out_B))


def arrhenius_fit(gains):
    y = np.log(gains)
    dx = x - x.mean()
    slope = np.sum(dx * y) / np.sum(dx**2)
    intercept = y.mean() - slope * x.mean()
    return -slope, intercept, y - intercept - slope * x


# --- the gain law against band integrals plus the diffusion solution
clean = np.array([device_gain(T, A_E, A_B) for T in temps])
assert np.allclose(clean, B_true * np.exp(-delta_true * x), rtol=1e-7)
other_gap = np.array([device_gain(T, A_E, A_B, extra_gap=-0.2) for T in temps])
assert np.allclose(clean, other_gap, rtol=1e-7)
L_E = np.sqrt(D_E * life_E)
assert np.isclose(lossy_fluxes[0][0], D_E / L_E / np.tanh(W_E / L_E), rtol=1e-4)

# --- synthetic measurement and fit of the rounded gains
rng = np.random.default_rng(12)
data = np.round(clean * np.exp(noise * rng.standard_normal(temps.size)), 1)
y = np.log(data)
delta, lnB, resid = arrhenius_fit(data)
Sxx = np.sum((x - x.mean())**2)
Sxy = np.sum((x - x.mean()) * (y - y.mean()))
s = np.sqrt(np.sum(resid**2) / (temps.size - 2))
err_delta = s / np.sqrt(Sxx)
err_lnB = s * np.sqrt(1 / temps.size + x.mean()**2 / Sxx)
two_point = np.log(data[-1] / data[0]) / (x[0] - x[-1])
assert np.allclose(np.polyfit(x, y, 1), [-delta, lnB], rtol=1e-8)
assert abs(delta - delta_true) < 4 * noise / np.sqrt(Sxx)

# --- error formulas against repeated synthetic measurements
trials = np.log(clean) + noise * rng.standard_normal((20000, temps.size))
coef = np.polyfit(x, trials.T, 1)
expected_delta = noise / np.sqrt(Sxx)
expected_lnB = noise * np.sqrt(1 / temps.size + x.mean()**2 / Sxx)
assert np.isclose(coef[0].std(), expected_delta, rtol=0.03)  # sampling error
assert np.isclose(coef[1].std(), expected_lnB, rtol=0.03)

# --- neglected: prefactor proportional to T^m
m = 0.5
d_power, _, r_power = arrhenius_fit(clean * (temps / 300)**m)
T_harm = 1 / np.mean(1 / temps)
# finite temperature span: the local estimate holds to a few percent
assert np.isclose(d_power - delta_true, m * kB * T_harm, rtol=0.05)

# --- neglected: narrowing difference linear in T, still 0.060 eV at 300 K
a = 5e-5
linear = np.array([device_gain(T, A_E - a * (T - 300), A_B) for T in temps])
d_linear, lnB_linear, r_linear = arrhenius_fit(linear)
assert np.isclose(d_linear, delta_true + 300 * a, atol=1e-7)
assert np.isclose(lnB_linear, np.log(B_true) + a / kB, atol=1e-5)
assert np.max(np.abs(r_linear)) < 1e-6

# --- neglected: Fermi degeneracy with temperature-independent rigid shrinkage


def apparent(T, doping, shrink, m_major, m_minor):
    ni2 = pn_product(T, doping, 0.0, m_major, m_minor, False)
    return kB * T * np.log(pn_product(T, doping, shrink, m_major, m_minor,
                                      True) / ni2)


R_E = A_E - apparent(300., N_E, 0.0, mass_n, mass_p)
R_B = A_B - apparent(300., N_B, 0.0, mass_p, mass_n)
assert np.isclose(apparent(300., N_E, R_E, mass_n, mass_p), A_E, atol=1e-8)
fermi = np.array([device_gain(T, R_E, R_B, True) for T in temps])
d_fermi, _, r_fermi = arrhenius_fit(fermi)
app_diff = [apparent(T, N_E, R_E, mass_n, mass_p)
            - apparent(T, N_B, R_B, mass_p, mass_n) for T in (250., 400.)]


def fermi_ratio(eta):
    f = occupation(eta, True)
    return 2 * np.sum(w * t**2 * f) / np.sum(w * f)


eta_E = majority_eta(300., N_E, mass_n, True)
eta_B = majority_eta(300., N_B, mass_p, True)
r_E, r_B = fermi_ratio(eta_E), fermi_ratio(eta_B)
local_formula = R_E - R_B - 1.5 * kB * 300 * (r_E - r_B)
hi, lo = 300.5, 299.5
local_numeric = -(np.log(device_gain(hi, R_E, R_B, True))
                  - np.log(device_gain(lo, R_E, R_B, True))) \
    / (1 / (kB * hi) - 1 / (kB * lo))
assert np.isclose(local_formula, local_numeric, atol=1e-5)

# --- neglected: incomplete ionization, isolated acceptors (overestimate)
acceptor_depth = 0.045


def ionized_fraction(T):
    def neutrality(eta):
        filled = N_B / (1 + 4 * np.exp(eta + acceptor_depth / (kB * T)))
        return np.log(band_density(eta, T, mass_p, True) / filled)
    eta = brentq(neutrality, -30, 10)
    return band_density(eta, T, mass_p, True) / N_B


fraction = np.array([ionized_fraction(T) for T in temps])
d_ion, _, r_ion = arrhenius_fit(clean / fraction)

# --- neglected: bulk recombination
lossy = np.array([device_gain(T, A_E, A_B, fluxes=lossy_fluxes) for T in temps])
d_bulk, _, _ = arrhenius_fit(lossy)

# --- neglected: space-charge recombination at fixed collector current
J_C, layer, life_layer = 100.0, 40e-7, 1e-7


def space_charge(T, gain):
    pn_B = pn_product(T, N_B, A_B, mass_p, mass_n, False)
    ni = np.sqrt(pn_product(T, N_B, 0.0, mass_p, mass_n, False))
    V = kB * T * np.log(J_C * N_B * W_B / (sc.e * D_B * pn_B))
    peak_rate = ni * np.exp(V / (2 * kB * T)) / (2 * life_layer)
    return V, ni, peak_rate, sc.e * peak_rate * layer / (J_C / gain)


layers = [space_charge(T, g) for T, g in zip(temps, clean)]
V300, ni300, peak300, _ = layers[2]
u = np.linspace(-5, 5, 2001)
n_scan = ni300 * np.exp(V300 / (2 * kB * 300) + u)
p_scan = ni300 * np.exp(V300 / (2 * kB * 300) - u)
rate = (n_scan * p_scan - ni300**2) / (life_layer * (n_scan + p_scan
                                                     + 2 * ni300))
assert np.isclose(rate.max(), peak300, rtol=1e-4)
ratio = np.array([item[3] for item in layers])
d_layer, _, _ = arrhenius_fit(clean / (1 + ratio))
injected = J_C * W_B / (sc.e * D_B) / N_B


def rms(r):
    return 100 * np.sqrt(np.mean(r**2))


print(f"Doping emitter, base: {N_E:.1e}, {N_B:.1e} cm^-3")
print(f"Width emitter, base: {W_E*1e7:.0f}, {W_B*1e7:.0f} nm")
print(f"Minority D emitter, base: {D_E:.1f}, {D_B:.1f} cm2/s")
print(f"Apparent narrowing emitter, base: {A_E:.3f}, {A_B:.3f} eV")
print(f"Input Delta: {delta_true:.4f} eV; input B: {B_true:.1f}")
print(f"Boltzmann constant: {kB:.6e} eV/K; gain noise: {100*noise:.1f} %")
print("T (K) | noiseless gain | data gain | x (1/eV) | ln gain | residual")
for row in zip(temps, clean, data, x, y, resid):
    print("%.0f | %.2f | %.1f | %.4f | %.5f | %+.5f" % row)
print(f"Mean x: {x.mean():.4f} 1/eV; mean ln gain: {y.mean():.5f}")
print(f"Sxx: {Sxx:.3f} 1/eV^2; Sxy: {Sxy:.4f} 1/eV")
print(f"Fitted Delta: {delta:.5f} eV = {delta/hartree:.6f} hartree")
print(f"Standard error of Delta: {err_delta:.5f} eV")
print(f"Residual scatter s of ln gain: {s:.5f}")
print(f"Fitted ln B: {lnB:.4f} +- {err_lnB:.4f}; B: {np.exp(lnB):.1f}")
print(f"Error of Delta expected from noise: {expected_delta:.5f} eV")
print(f"Two-temperature Delta (250, 400 K): {two_point:.5f} eV")
print("Shifts of fitted Delta by neglected effects (noiseless gains):")
print(f"Prefactor T^{m}: {d_power-delta_true:+.4f} eV, "
      f"rms misfit {rms(r_power):.2f} %")
print(f"  m kB T estimate: {m*kB*T_harm:.4f} eV at {T_harm:.1f} K")
print(f"Linear narrowing, a = {a:.1e} eV/K: {d_linear-delta_true:+.4f} eV")
print(f"  fitted B in that case: {np.exp(lnB_linear):.1f}")
print(f"Fermi degeneracy: {d_fermi-delta_true:+.4f} eV, "
      f"rms misfit {rms(r_fermi):.2f} %")
print(f"  rigid shrinkage emitter, base: {R_E:.4f}, {R_B:.4f} eV")
print(f"  eta at 300 K emitter, base: {eta_E:.3f}, {eta_B:.3f}")
print(f"  F(1/2)/F(-1/2) emitter, base: {r_E:.3f}, {r_B:.3f}")
print(f"  local slope result at 300 K: {local_formula:.4f} eV")
print(f"  apparent Delta at 250, 400 K: {app_diff[0]:.4f}, "
      f"{app_diff[1]:.4f} eV")
print(f"Incomplete ionization (overestimate): {d_ion-delta_true:+.4f} eV, "
      f"rms misfit {rms(r_ion):.2f} %")
print(f"  acceptor depth: {acceptor_depth:.3f} eV; ionized at 250, 300, 400 K:"
      f" {fraction[0]:.3f}, {fraction[2]:.3f}, {fraction[-1]:.3f}")
print(f"Bulk recombination: {d_bulk-delta_true:+.5f} eV; gain change at 300 K:"
      f" {100*(lossy[2]/clean[2]-1):+.2f} %")
print(f"  lifetimes emitter, base: {life_E:.1e}, {life_B:.1e} s")
print(f"Space-charge recombination: {d_layer-delta_true:+.4f} eV")
print(f"  at {J_C:.0f} A/cm2, layer {layer*1e7:.0f} nm, "
      f"lifetime {life_layer:.1e} s")
print(f"  V at 300 K: {V300:.3f} V; share of ideal base current at 250, 300,"
      f" 400 K: {100*ratio[0]:.2f}, {100*ratio[2]:.2f}, {100*ratio[-1]:.2f} %")
print(f"Injected density / base doping: {injected:.1e}")
print("checks complete")
```

Printed output:

```
Doping emitter, base: 1.0e+20, 1.0e+18 cm^-3
Width emitter, base: 100, 50 nm
Minority D emitter, base: 2.0, 7.0 cm2/s
Apparent narrowing emitter, base: 0.110, 0.050 eV
Input Delta: 0.0600 eV; input B: 700.0
Boltzmann constant: 8.617333e-05 eV/K; gain noise: 1.0 %
T (K) | noiseless gain | data gain | x (1/eV) | ln gain | residual
250 | 43.21 | 43.2 | 46.4181 | 3.76584 | -0.00839
275 | 55.66 | 56.2 | 42.1982 | 4.02892 | +0.00371
300 | 68.73 | 69.2 | 38.6817 | 4.23700 | +0.00264
325 | 82.16 | 82.8 | 35.7062 | 4.41643 | +0.00510
350 | 95.75 | 97.3 | 33.1558 | 4.57780 | +0.01478
375 | 109.33 | 108.0 | 30.9454 | 4.68213 | -0.01235
400 | 122.78 | 122.0 | 29.0113 | 4.80402 | -0.00549
Mean x: 36.5881 1/eV; mean ln gain: 4.35888
Sxx: 234.292 1/eV^2; Sxy: -13.9348 1/eV
Fitted Delta: 0.05948 eV = 0.002186 hartree
Standard error of Delta: 0.00067 eV
Residual scatter s of ln gain: 0.01018
Fitted ln B: 6.5350 +- 0.0246; B: 688.8
Error of Delta expected from noise: 0.00065 eV
Two-temperature Delta (250, 400 K): 0.05964 eV
Shifts of fitted Delta by neglected effects (noiseless gains):
Prefactor T^0.5: +0.0135 eV, rms misfit 0.53 %
  m kB T estimate: 0.0137 eV at 317.2 K
Linear narrowing, a = 5.0e-05 eV/K: +0.0150 eV
  fitted B in that case: 1250.5
Fermi degeneracy: -0.0128 eV, rms misfit 0.65 %
  rigid shrinkage emitter, base: 0.1410, 0.0504 eV
  eta at 300 K emitter, base: 2.466, -3.209
  F(1/2)/F(-1/2) emitter, base: 2.148, 1.014
  local slope result at 300 K: 0.0467 eV
  apparent Delta at 250, 400 K: 0.0575, 0.0637 eV
Incomplete ionization (overestimate): -0.0219 eV, rms misfit 0.57 %
  acceptor depth: 0.045 eV; ionized at 250, 300, 400 K: 0.526, 0.633, 0.771
Bulk recombination: -0.00008 eV; gain change at 300 K: -4.08 %
  lifetimes emitter, base: 4.0e-10, 1.0e-07 s
Space-charge recombination: -0.0017 eV
  at 100 A/cm2, layer 40 nm, lifetime 1.0e-07 s
  V at 300 K: 0.700 V; share of ideal base current at 250, 300, 400 K: 0.92, 1.77, 4.02 %
Injected density / base doping: 4.5e-04
checks complete
```
